# Energy at fixed displacement field and its derivative in a periodic insulator: verification in Python

```python
"""Fixed-displacement-field energy of a periodic insulator.

Result under test, for a cell of fixed volume OMEGA:
    U(D) = stationary value over v of E0(v) + OMEGA*(D - P(v))**2/(2*eps0)
    dU/dD = OMEGA * E,   E = (D - P)/eps0
D: displacement field, P: Berry-phase polarization, E: internal field,
E0: energy without macroscopic field, v: occupied orbitals and cation shift u.
Model: chain of anions A and cations B, two electrons per cell, hopping that
decays with bond length, and a rigid-ion spring with a quartic term.
Internal units: eV, nm, elementary charge e, V.
"""
import numpy as np
import scipy.constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar

EPS0 = sc.epsilon_0 / sc.e * 1e-9          # e/(V nm)
A_CELL = 0.4                               # nm
OMEGA = A_CELL**3                          # nm^3
DELTA = 1.5                                # eV, site energies -DELTA, +DELTA
HOP = 1.2                                  # eV, hopping at u = 0
DECAY = 0.06                               # nm, decay length of hopping
SPRING = 1300.0                            # eV/nm^2
QUARTIC = 2.5e5                            # eV/nm^4
Q_CATION = 4.0                             # e, core charge of B
Q_ANION = -2.0                             # e, rigid charge at A
U_SCALE = 0.01                             # nm, scales the shift variable
N_K = 20
TO_UC = sc.e * 1e18 * 100                  # e/nm^2 -> uC/cm^2
TO_MV = 10.0                               # V/nm -> MV/cm


def hopping(u, n):
    """Bloch matrix element between A and B, and its derivative in u."""
    phase = np.exp(-2j * np.pi * np.arange(n) / n)
    t_right = HOP * np.exp(-u / DECAY)
    t_left = HOP * np.exp(u / DECAY)
    return (-(t_right + t_left * phase),
            (t_right - t_left * phase) / DECAY)


def energy_and_dipole(x, n):
    """E0, its gradient, cell dipole and its gradient.
    The occupied orbital at each k is (1, z) up to normalization."""
    u = x[0] * U_SCALE
    z = x[1:n + 1] + 1j * x[n + 1:]
    f, df = hopping(u, n)
    norm = 1 + abs(z)**2
    numer = -DELTA + DELTA * abs(z)**2 + 2 * (f * z).real
    e0 = 2 * np.mean(numer / norm) + SPRING * u**2 / 2 + QUARTIC * u**4
    ge_z = (2 / n) * ((2 * DELTA * z + 2 * f.conj()) / norm
                      - 2 * z * numer / norm**2)
    ge_u = (2 * np.mean(2 * (df * z).real / norm)
            + SPRING * u + 4 * QUARTIC * u**3)
    dk = 2 * np.pi / (n * A_CELL)
    q = np.exp(-1j * dk * (A_CELL / 2 + u))
    z_next, z_prev = np.roll(z, -1), np.roll(z, 1)
    link = 1 + z.conj() * z_next * q
    link_prev = np.roll(link, 1)
    dipole = Q_CATION * u + A_CELL / np.pi * np.angle(link).sum()
    gp_z = A_CELL / np.pi * (-1j) * (z_next * q / link
                                    - z_prev * np.conj(q) / link_prev.conj())
    gp_u = Q_CATION - A_CELL / np.pi * dk * ((link - 1) / link).real.sum()
    ge = np.concatenate([[ge_u * U_SCALE], ge_z.real, ge_z.imag])
    gp = np.concatenate([[gp_u * U_SCALE], gp_z.real, gp_z.imag])
    return e0, ge, dipole, gp


def objective(x, n, disp=None, field=None, eps=EPS0):
    """Fixed-D functional if disp is given, otherwise fixed-field one."""
    e0, ge, dipole, gp = energy_and_dipole(x, n)
    if disp is not None:
        inner = (disp - dipole / OMEGA) / eps
        return e0 + OMEGA * eps * inner**2 / 2, ge - inner * gp
    return e0 - field * dipole, ge - field * gp


def hessian(x, n, **kw):
    step, cols = 1e-4, []
    for i in range(len(x)):
        d = np.zeros(len(x))
        d[i] = step
        cols.append((objective(x + d, n, **kw)[1]
                     - objective(x - d, n, **kw)[1]) / (2 * step))
    h = np.array(cols)
    return (h + h.T) / 2


def relax(n, u_start, **kw):
    """Relax orbitals and cation shift; finish with Newton steps."""
    f, _ = hopping(u_start, n)
    z = -f.conj() / (DELTA + np.sqrt(DELTA**2 + abs(f)**2))
    x = np.concatenate([[u_start / U_SCALE], z.real, z.imag])
    x = minimize(objective_wrapped(n, kw), x, jac=True, method="BFGS",
                 options={"gtol": 1e-7, "maxiter": 2000}).x
    for _ in range(2):
        x = x - np.linalg.solve(hessian(x, n, **kw), objective(x, n, **kw)[1])
    value, grad = objective(x, n, **kw)
    assert np.max(abs(grad)) < 1e-9
    return value, x, energy_and_dipole(x, n)[2]


def objective_wrapped(n, kw):
    return lambda x: objective(x, n, **kw)


def band_energy(u, n=N_K):
    """Zero-field energy from the band eigenvalues, no minimization."""
    f, _ = hopping(u, n)
    return (-2 * np.mean(np.sqrt(DELTA**2 + abs(f)**2))
            + SPRING * u**2 / 2 + QUARTIC * u**4)


def open_chain_dipole(cells, u, field):
    """Dipole of a finite chain diagonalized in a real linear potential."""
    xa = A_CELL * np.arange(cells)
    xb = xa + A_CELL / 2 + u
    pos = np.column_stack([xa, xb]).ravel()
    h = np.diag(np.tile([-DELTA, DELTA], cells) + field * pos)
    for i in range(2 * cells - 1):
        sign = -1 if i % 2 == 0 else 1
        h[i, i + 1] = h[i + 1, i] = -HOP * np.exp(sign * u / DECAY)
    vec = np.linalg.eigh(h)[1][:, :cells]
    electrons = 2 * (vec**2).sum(axis=1)
    return Q_CATION * xb.sum() + Q_ANION * xa.sum() - electrons @ pos


def bulk_dipole_from_chain(u, field, cells=12):
    grown = (open_chain_dipole(cells + 1, u, field)
             - open_chain_dipole(cells, u, field))
    return grown - Q_CATION * A_CELL / 2   # same branch as the Bloch dipole


# --- Electrostatic functional against explicit Coulomb sums of sheets -------
def sheet_stack(cells, disp, sigma, z):
    """Energy per area and voltage of a stack between charged plates."""
    pos = np.concatenate([z + i * A_CELL for i in range(cells)]
                         + [[-A_CELL, (cells + 2) * A_CELL]])
    charge = np.concatenate([np.tile(sigma, cells), [disp, -disp]])
    dist = abs(pos[:, None] - pos[None, :])
    potential = -(dist @ charge) / (2 * EPS0)
    return charge @ potential / 2, potential[-2] - potential[-1]


sigma = np.array([1.0, -1.7, 0.7])
z_first = np.array([0.05, 0.17, 0.31])
worst_stack, stack_p = 0.0, []
for z_sheet in (z_first, z_first + np.array([A_CELL, 0, 0])):
    d_test = 0.6
    g = 2 * np.pi * np.arange(1, 200001) / A_CELL
    rho = sum(s * np.exp(-1j * g * p) for s, p in zip(sigma, z_sheet)) / A_CELL
    periodic = A_CELL * np.sum(abs(rho)**2 / (EPS0 * g**2))
    pol = sigma @ z_sheet / A_CELL
    stack_p.append(pol)
    formula = periodic + A_CELL * (d_test - pol)**2 / (2 * EPS0)

    def per_cell(d):
        w1, v1 = sheet_stack(5, d, sigma, z_sheet)
        w2, v2 = sheet_stack(6, d, sigma, z_sheet)
        return w2 - w1, v2 - v1
    energy, volt = per_cell(d_test)
    slope = (per_cell(d_test + 0.5)[0] - per_cell(d_test - 0.5)[0])
    worst_stack = max(worst_stack, abs(energy / formula - 1))
    assert abs(energy / formula - 1) < 1e-4    # truncated Fourier sum
    assert abs(slope - volt) < 1e-8 * abs(volt)
    assert abs(volt - A_CELL * (d_test - pol) / EPS0) < 1e-8 * abs(volt)

# --- Rydberg convention: charge in e, energy in Ry, length in bohr ----------
RY = sc.physical_constants["Rydberg constant times hc in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e9
eps0_ry = EPS0 * RY * BOHR
assert abs(eps0_ry * 8 * np.pi - 1) < 1e-7

# --- Spontaneous state, by two roads ----------------------------------------
best = minimize_scalar(band_energy, bounds=(0.003, 0.04), method="bounded",
                       options={"xatol": 1e-10})
u_s = best.x
barrier = band_energy(0.0) - best.fun
e_polar, x_polar, p_polar = relax(N_K, u_s, field=0.0)
assert barrier > 0
assert abs(e_polar - best.fun) < 1e-9
assert abs(x_polar[0] * U_SCALE - u_s) < 1e-6
P_S = p_polar / OMEGA


def fixed_d(disp, n=N_K, eps=EPS0):
    value, x, dipole = relax(n, u_s * disp / P_S, disp=disp, eps=eps)
    return value, x, dipole, (disp - dipole / OMEGA) / eps


def derivatives(disp, h=0.02):
    um2, um1, u0, up1, up2 = [fixed_d(disp + j * h)[0] for j in range(-2, 3)]
    first = (um2 - 8 * um1 + 8 * up1 - up2) / (12 * h)
    second = (-um2 + 16 * um1 - 30 * u0 + 16 * up1 - up2) / (12 * h**2)
    return first, second


# --- Derivative of the relaxed functional against volume times field --------
rows, worst_slope = [], 0.0
u_zero = fixed_d(0.0)[0]
for frac in (0.0, 0.2, 0.4, 0.6, 0.8, 1.0, 1.1):
    disp = frac * P_S
    value, x, dipole, field = fixed_d(disp)
    slope, curv = derivatives(disp)
    worst_slope = max(worst_slope, abs(slope - OMEGA * field))
    rows.append((frac, disp, dipole / OMEGA, field, x[0] * U_SCALE,
                 value - u_zero, slope, OMEGA * field, curv))
largest = max(abs(r[7]) for r in rows)
assert worst_slope < 1e-5 * largest

# --- Work integral against the barrier from band energies -------------------
nodes, weights = np.polynomial.legendre.leggauss(8)
work = sum(w * P_S / 2 * OMEGA * fixed_d(P_S * (s + 1) / 2)[3]
           for s, w in zip(nodes, weights))
assert abs(work + barrier) < 1e-4 * barrier

# --- The slope of U is the slope of a real potential ------------------------
D_MAIN = 0.4 * P_S
main = rows[2]
field_main = main[6] / OMEGA               # from finite differences of U
_, x_main, p_main, _ = fixed_d(D_MAIN)
p_chain = bulk_dipole_from_chain(main[4], field_main)
_, x_coarse, p_coarse, field_coarse = fixed_d(D_MAIN, n=10)
p_chain_coarse = bulk_dipole_from_chain(x_coarse[0] * U_SCALE, field_coarse)
err_fine = abs(p_main / p_chain - 1)
err_coarse = abs(p_coarse / p_chain_coarse - 1)
assert err_fine < 0.03                     # k-mesh error of the Berry phase
assert err_fine < err_coarse / 2           # and it shrinks with the mesh

# --- Stability at fixed D and at fixed field --------------------------------
eig_d = np.linalg.eigvalsh(hessian(x_main, N_K, disp=D_MAIN))
eig_e = np.linalg.eigvalsh(hessian(x_main, N_K, field=main[3]))
assert eig_d[0] > 0 and eig_e[0] < 0 and eig_e[1] > 0

# --- Permittivity from curvature of U and from fixed-field response ---------
eps_curv = OMEGA / (EPS0 * rows[5][8])
df = 0.001
response = (relax(N_K, u_s, field=df)[2] - relax(N_K, u_s, field=-df)[2])
eps_field = 1 + response / (2 * df) / (OMEGA * EPS0)
assert abs(eps_curv / eps_field - 1) < 2e-3
eps_main = OMEGA / (EPS0 * main[8])
assert eps_main < 0

# --- Sizes of neglected effects ---------------------------------------------
gp = energy_and_dipole(x_polar, N_K)[3][1:]
h_el = hessian(x_polar, N_K, field=0.0)[1:, 1:]
eps_clamped = 1 + gp @ np.linalg.solve(h_el, gp) / (OMEGA * EPS0)
EPS_ROUGH = 5.5
field_bg = fixed_d(D_MAIN, eps=EPS0 * (1 + EPS_ROUGH - eps_clamped))[3]
kappa0 = 2 / A_CELL * np.arcsinh(DELTA / (2 * HOP))
action = quad(lambda s: 2 * np.sqrt(max(
    DELTA**2 - 4 * HOP**2 * np.sinh(s * A_CELL / 2)**2, 0)), 0, kappa0)[0]
log_tunnel = -2 * action / abs(main[3]) / np.log(10)
du = 1e-4
stiff = (band_energy(u_s + du) - 2 * band_energy(u_s)
         + band_energy(u_s - du)) / du**2
MASS_U = 48.0
omega_ph = np.sqrt(stiff * sc.e * 1e18 / (MASS_U * sc.atomic_mass))
zero_point = sc.hbar * omega_ph / (2 * sc.e)
thermal = sc.k * 300 / sc.e
Q_STRAIN, MODULUS, BREAKDOWN = 0.1, 200e9, 1.0
strain = Q_STRAIN * (P_S * TO_UC / 100)**2
strain_energy = MODULUS * strain**2 / 2 * OMEGA * 1e-27 / sc.e

print(f"Cell edge {A_CELL} nm, volume {OMEGA:.4f} nm^3, k points {N_K}")
print(f"Site energies -/+ {DELTA} eV, zone-edge gap at u=0 {2*DELTA} eV")
print(f"Hopping {HOP} eV, decay length {DECAY} nm")
print(f"Spring {SPRING} eV/nm^2, quartic {QUARTIC:.3g} eV/nm^4")
print(f"Core charges: cation {Q_CATION} e, anion site {Q_ANION} e")
print(f"eps0 = {EPS0:.6f} e/(V nm)")
print(f"eps0 in Rydberg units = {eps0_ry:.6f} e^2/(Ry bohr)")
print(f"Sheet stacks: P = {stack_p[0]:.4f} and {stack_p[1]:.4f} e/nm^2")
print(f"Sheet stacks: largest relative energy error {worst_stack:.1e}")
print(f"Spontaneous cation shift {u_s:.5f} nm")
print(f"Spontaneous polarization {P_S*TO_UC:.3f} uC/cm^2")
print(f"Barrier from band energies {barrier*1e3:.4f} meV per cell")
print(f"Integral of Omega*E dD from 0 to P_s {work*1e3:.4f} meV per cell")
print("Table: D/Ps, D, P [uC/cm^2], E [MV/cm], u [nm], U-U(0) [meV],")
print("       dU/dD by differences [V nm^2], Omega*E [V nm^2]")
for r in rows:
    print(f"{r[0]:.1f} {r[1]*TO_UC:8.4f} {r[2]*TO_UC:8.4f} {r[3]*TO_MV:8.4f}"
          f" {r[4]:8.5f} {r[5]*1e3:9.4f} {r[6]:11.7f} {r[7]:11.7f}")
print(f"Largest |dU/dD - Omega*E| {worst_slope:.1e} V nm^2")
print(f"Main case D = 0.4 Ps: dU/dD = {main[6]/RY/BOHR**2:.5f} Ry bohr^2/e")
print(f"Main case: relative permittivity {eps_main:.2f}")
print(f"Main case: bulk dipole, Berry phase {p_main:.6f} e nm")
print(f"Main case: bulk dipole, open chain {p_chain:.6f} e nm")
print(f"Dipole mismatch: {err_coarse*100:.3f} % (10 k), "
      f"{err_fine*100:.3f} % ({N_K} k)")
print(f"Main field with 10 k points {field_coarse*TO_MV:.4f} MV/cm")
print(f"Main field shift, 10 to {N_K} k points "
      f"{(main[3]-field_coarse)*TO_MV:.4f} MV/cm")
print(f"Lowest Hessian eigenvalue, fixed D {eig_d[0]:.5f} eV (scaled)")
print(f"Lowest Hessian eigenvalue, fixed E {eig_e[0]:.5f} eV (scaled)")
print(f"Permittivity at Ps: from U'' {eps_curv:.3f}, "
      f"fixed field {eps_field:.3f}")
print(f"Clamped-ion permittivity of model at Ps {eps_clamped:.3f}")
print(f"Main field if it is raised to rough {EPS_ROUGH}: "
      f"{field_bg*TO_MV:.4f} MV/cm")
print(f"Voltage over k-mesh length {abs(main[3])*N_K*A_CELL:.3f} V")
print(f"log10 tunnelling probability per Bloch period {log_tunnel:.1f}")
print(f"|Main field| / rough breakdown field of {BREAKDOWN} MV/cm: "
      f"{abs(main[3])*TO_MV/BREAKDOWN:.2f}")
print(f"Thermal energy at 300 K {thermal*1e3:.2f} meV")
print(f"Zero-point energy, rough mass {MASS_U} u: {zero_point*1e3:.2f} meV")
print(f"Strain at Ps, rough coefficient {Q_STRAIN} m^4/C^2: "
      f"{strain*100:.3f} %")
print(f"Its elastic energy, rough modulus {MODULUS/1e9:.0f} GPa: "
      f"{strain_energy*1e3:.3f} meV per cell")
print("OK")
```

Printed output:

```
Cell edge 0.4 nm, volume 0.0640 nm^3, k points 20
Site energies -/+ 1.5 eV, zone-edge gap at u=0 3.0 eV
Hopping 1.2 eV, decay length 0.06 nm
Spring 1300.0 eV/nm^2, quartic 2.5e+05 eV/nm^4
Core charges: cation 4.0 e, anion site -2.0 e
eps0 = 0.055263 e/(V nm)
eps0 in Rydberg units = 0.039789 e^2/(Ry bohr)
Sheet stacks: P = -0.0550 and 0.9450 e/nm^2
Sheet stacks: largest relative energy error 1.9e-06
Spontaneous cation shift 0.01447 nm
Spontaneous polarization 22.317 uC/cm^2
Barrier from band energies 11.2197 meV per cell
Integral of Omega*E dD from 0 to P_s -11.2197 meV per cell
Table: D/Ps, D, P [uC/cm^2], E [MV/cm], u [nm], U-U(0) [meV],
       dU/dD by differences [V nm^2], Omega*E [V nm^2]
0.0   0.0000   0.0000  -0.0000  0.00000    0.0000  -0.0000000  -0.0000000
0.2   4.4634   4.5516  -0.9957  0.00303   -0.9082  -0.0063727  -0.0063727
0.4   8.9268   9.0791  -1.7199  0.00602   -3.3887  -0.0110071  -0.0110071
0.6  13.3903  13.5608  -1.9257  0.00894   -6.7322  -0.0123243  -0.0123243
0.8  17.8537  17.9782  -1.4066  0.01176   -9.8238  -0.0090024  -0.0090024
1.0  22.3171  22.3171   0.0000  0.01447  -11.2197   0.0000000   0.0000000
1.1  24.5488  24.4536   1.0755  0.01578  -10.7595   0.0068835   0.0068835
Largest |dU/dD - Omega*E| 2.5e-10 V nm^2
Main case D = 0.4 Ps: dU/dD = -0.28890 Ry bohr^2/e
Main case: relative permittivity -100.21
Main case: bulk dipole, Berry phase 0.036267 e nm
Main case: bulk dipole, open chain 0.036273 e nm
Dipole mismatch: 0.071 % (10 k), 0.015 % (20 k)
Main field with 10 k points -1.7234 MV/cm
Main field shift, 10 to 20 k points 0.0035 MV/cm
Lowest Hessian eigenvalue, fixed D 0.29838 eV (scaled)
Lowest Hessian eigenvalue, fixed E -0.00927 eV (scaled)
Permittivity at Ps: from U'' 26.614, fixed field 26.615
Clamped-ion permittivity of model at Ps 3.032
Main field if it is raised to rough 5.5: -1.7613 MV/cm
Voltage over k-mesh length 1.376 V
log10 tunnelling probability per Bloch period -35.6
|Main field| / rough breakdown field of 1.0 MV/cm: 1.72
Thermal energy at 300 K 25.85 meV
Zero-point energy, rough mass 48.0 u: 9.64 meV
Strain at Ps, rough coefficient 0.1 m^4/C^2: 0.498 %
Its elastic energy, rough modulus 200 GPa: 0.991 meV per cell
OK
```
